# Order of limits in the Lindhard function: comment on an argument: verification in Python

```python
"""
Result under test: the Lindhard function chi0(q, omega) of the 3D electron gas
(zero temperature, spin 1/2, Hartree atomic units, m = hbar = 1) has no unique
limit at q = omega = 0.
  omega -> 0 first, then q -> 0 :  chi0 -> -N0
  q -> 0 first, omega fixed     :  chi0 -> n q^2 / omega^2 -> 0
  both -> 0 at fixed s          :  chi0 -> a function of s = omega/(q vF)
Symbols: n density, kF Fermi wave number, vF = kF Fermi velocity,
N0 = kF/pi^2 density of states at the Fermi energy (both spins), Q = q/kF,
eta growth rate of a potential exp(eta t), eps = 1 - 4 pi chi0 / q^2.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 50
r_s = 4.0
n = 3 / (4 * np.pi * r_s**3)
kF = (3 * np.pi**2 * n) ** (1 / 3)
N0 = kF / np.pi**2
omega_p = np.sqrt(4 * np.pi * n)
k_TF = np.sqrt(4 * np.pi * N0)
nodes, weights = np.polynomial.legendre.leggauss(200)


def chi_definition(q, z):
    """Quadrature of (f_k - f_{k+q})/(z + e_k - e_{k+q}), for q < 2 kF.

    a is the half-length of the chord of the Fermi sphere along q, and
    k_perp dk_perp = a da. Only states with f_k != f_{k+q} are visited.
    """
    total = 0.0
    for lo, hi in ((0.0, q / 2), (q / 2, kF)):
        a = (lo + (hi - lo) * (nodes + 1) / 2)[:, None]
        outer_weight = (hi - lo) / 2 * weights * a[:, 0]
        inner = 0.0
        regions = ((1, np.maximum(-a, a - q), a),
                   (-1, -a - q, np.minimum(-a, a - q)))
        for sign, x_lo, x_hi in regions:
            half = (x_hi - x_lo) / 2
            x = x_lo + half * (nodes + 1)
            inner = inner + sign * np.sum(
                half * weights / (z - q * x - q * q / 2), axis=1)
        total = total + outer_weight @ inner
    return total / (2 * np.pi**2)


def chi_continuum(q, omega):
    """Principal value and delta-function part, inside the continuum."""
    def area(x):
        return np.pi * max(0.0, kF**2 - x**2)

    def difference(x):
        return area(x) - area(x + q)

    pole = omega / q - q / 2
    pv = quad(difference, -kF, kF - q, weight='cauchy', wvar=pole)[0]
    for lo, hi in ((-kF - q, -kF), (kF - q, kF)):
        pv += quad(lambda x: difference(x) / (x - pole), lo, hi)[0]
    factor = 2 / (2 * np.pi) ** 3 / q
    return -factor * pv - 1j * np.pi * factor * difference(pole)


def chi_closed(q, omega, eta=None):
    """Closed form; high precision because it subtracts nearly equal terms."""
    growth = mp.mpf('1e-30') if eta is None else mp.mpf(eta)
    q = mp.mpf(q)
    s = mp.mpc(omega, growth) / (q * kF)
    Q = q / kF

    def G(v):
        return 2 * v + (1 - v * v) * mp.log((v + 1) / (v - 1))

    return complex(N0 * (G(s - Q / 2) - G(s + Q / 2)) / (4 * Q))


def ray_limit(s):
    """Limit of chi0/N0 for q, omega -> 0 at fixed s >= 0, s != 1."""
    real = 1 - s / 2 * np.log(abs((s + 1) / (s - 1)))
    return -(real + (0.5j * np.pi * s if s < 1 else 0))


def growth_limit(x):
    """Limit of chi0/N0 for a potential exp(eta t), x = eta/(q vF)."""
    return -(1 - x * np.arctan(1 / x))


def epsilon(q, omega):
    return 1 - 4 * np.pi / q**2 * chi_closed(q, omega)


# Closed form against the definition. The static integrand has an integrable
# logarithmic singularity, which limits the quadrature to about 1e-5.
for Q in (0.02, 0.4, 1.0):
    q = Q * kF
    assert abs(chi_definition(q, 0.0) - chi_closed(q, 0.0)) < 1e-4 * N0
    for s in (1.8, 4.0):
        exact = chi_closed(q, s * q * kF)
        assert abs(chi_definition(q, s * q * kF) - exact) < 1e-7 * abs(exact)
    z = (0.5 + 0.3j) * q * kF
    assert abs(chi_definition(q, z) - chi_closed(q, z.real, z.imag)) < 1e-6 * N0
for Q in (0.02, 0.4):
    q = Q * kF
    omega = 0.5 * q * kF
    assert abs(chi_continuum(q, omega) - chi_closed(q, omega)) < 1e-5 * N0

# Static order: minus dn/dmu, with dn/dmu from a finite difference of n(mu).
def density(mu):
    return (2 * mu) ** 1.5 / (3 * np.pi**2)


mu_F, step = kF**2 / 2, 1e-5
dn_dmu = (density(mu_F + step) - density(mu_F - step)) / (2 * step)
assert abs(chi_definition(0.02 * kF, 0.0) / dn_dmu + 1) < 1e-4

# Dynamic order: n q^2/omega^2 and its relative correction 3/(5 s^2).
omega_fixed = 0.05
q = 0.0125 * kF
s = omega_fixed / (q * kF)
ratio = chi_definition(q, omega_fixed) / (n * q**2 / omega_fixed**2)
assert abs(ratio - 1) < 3e-3
assert abs((ratio - 1) * s**2 - 0.6) < 0.01

# Rays of fixed s: limit from the definition, then the Q^2 correction.
q = 0.02 * kF
assert abs(chi_continuum(q, 0.5 * q * kF) / N0 - ray_limit(0.5)) < 5e-4
for s in (1.2, 2.0):
    assert abs(chi_definition(q, s * q * kF) / N0 - ray_limit(s)) < 5e-4
Q = 1e-3
for s in (0.0, 0.5, 2.0):
    shift = (chi_closed(Q * kF, s * Q * kF**2) / N0 - ray_limit(s)).real / Q**2
    assert abs(shift * 12 * (1 - s**2) ** 2 - 1) < 1e-3

# The excluded ray s = 1: logarithmic growth.
Q = 1e-4
edge = chi_closed(Q * kF, Q * kF**2) / N0
assert abs(edge - (0.5 * np.log(4 / Q) - 0.5 - 0.25j * np.pi)) < 1e-3

# Curved paths omega = kF^2 Q^a.
assert abs(chi_closed(Q * kF, kF**2 * Q**2) / N0 + 1) < 1e-3
assert abs(chi_closed(Q * kF, kF**2 * Q**0.5) / N0) < 1e-3

# Fixed q, omega -> 0: n q^2/omega^2 blows up, the true response does not.
q = 0.01 * kF
omega = 1e-4 * q * kF
assert abs(chi_closed(q, omega) / N0 + 1) < 1e-3
assert n * q**2 / omega**2 / N0 > 1e6

# Potential growing at rate eta: the density lags if eta > q vF.
eta = 0.002
for Q in (0.01, 0.001):
    x = eta / (Q * kF**2)
    assert abs(chi_definition(Q * kF, 1j * eta) / N0 - growth_limit(x)) < 1e-4
x_half = brentq(lambda x: growth_limit(x) + 0.5, 0.01, 5)
half_check = chi_definition(0.01 * kF, 1j * x_half * 0.01 * kF**2) / N0
assert abs(half_check + 0.5) < 1e-4

# Screening and plasmon.
q = 0.02 * kF
eps_static = 1 - 4 * np.pi / q**2 * chi_definition(q, 0.0)
assert abs((eps_static - 1) * q**2 / k_TF**2 - 1) < 1e-4
eps_dynamic = 1 - 4 * np.pi / q**2 * chi_definition(q, omega_fixed)
assert abs(eps_dynamic / (1 - omega_p**2 / omega_fixed**2) - 1) < 0.01
plasmon = {}
for Q in (0.05, 0.01):
    plasmon[Q] = brentq(lambda w: epsilon(Q * kF, w).real,
                        0.9 * omega_p, 1.2 * omega_p, xtol=1e-13)
    slope = (plasmon[Q]**2 - omega_p**2) / (Q * kF**2) ** 2
    assert abs(slope - 0.6) < 0.01
assert abs(plasmon[0.01] / omega_p - 1) < 1e-4

# Printed example.
hartree_eV = constants.physical_constants['Hartree energy in eV'][0]
bohr_nm = constants.physical_constants['Bohr radius'][0] * 1e9
print(f"r_s = {r_s:.1f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"kF = {kF:.5f} bohr^-1 (vF is the same number in a.u.)")
print(f"N0 = {N0:.6f} hartree^-1 bohr^-3")
print(f"N0 converted = {N0 / hartree_eV / bohr_nm**3:.3f} eV^-1 nm^-3")
print(f"dn/dmu by finite difference = {dn_dmu:.6f} hartree^-1 bohr^-3")
print("Static, omega = 0: q/kF, chi0/N0 (dimensionless)")
for Q in (0.4, 0.2, 0.1, 0.05):
    print(f"  {Q:.2f}  {chi_closed(Q * kF, 0.0).real / N0:.5f}")
print(f"Dynamic, omega = {omega_fixed} hartree:")
print("  q/kF, s, chi0/N0, (n q^2/omega^2)/N0 (dimensionless)")
for Q in (0.1, 0.05, 0.025, 0.0125):
    q = Q * kF
    print(f"  {Q:.4f}  {omega_fixed / (q * kF):.3f}"
          f"  {chi_closed(q, omega_fixed).real / N0:.6f}"
          f"  {n * q**2 / omega_fixed**2 / N0:.6f}")
print("Limit along rays: s, Re chi0/N0, Im chi0/N0 (dimensionless)")
for s in (0.0, 0.5, 0.8, 1.2, 2.0, 5.0):
    value = complex(ray_limit(s))
    print(f"  {s:.1f}  {value.real + 0.0:.4f}  {value.imag + 0.0:.4f}")
print(f"s = 1, q/kF = 0.0001: Re chi0/N0 = {edge.real:.3f},"
      f" Im = {edge.imag:.3f}")
print("Fixed q = 0.01 kF: s, Re, Im of chi0/N0, (n q^2/omega^2)/N0")
for s in (10.0, 3.0, 1.5, 0.5, 0.1, 0.01):
    q = 0.01 * kF
    omega = s * q * kF
    value = chi_closed(q, omega) / N0
    print(f"  {s:.2f}  {value.real:.4f}  {value.imag:.4f}"
          f"  {n * q**2 / omega**2 / N0:.4f}")
print(f"omega = 0, eta = {eta} hartree: q/kF, eta/(q vF), chi0/N0")
for Q in (0.1, 0.01, 0.001):
    print(f"  {Q:.3f}  {eta / (Q * kF**2):.4f}"
          f"  {chi_closed(Q * kF, 0.0, eta).real / N0:.4f}")
print(f"half of static response at eta/(q vF) = {x_half:.4f}")
print(f"k_TF = {k_TF:.4f} bohr^-1")
print(f"omega_p = {omega_p:.5f} hartree")
print(f"eps(q = 0.02 kF, omega = 0) = {eps_static:.1f}")
print(f"1 + k_TF^2/q^2 at q = 0.02 kF = {1 + k_TF**2 / (0.02 * kF)**2:.1f}")
print(f"eps(q = 0.02 kF, omega = {omega_fixed} hartree) = {eps_dynamic:.3f}")
print(f"1 - omega_p^2/omega^2 = {1 - omega_p**2 / omega_fixed**2:.3f}")
for Q in (0.05, 0.01):
    print(f"plasmon from eps = 0 at q = {Q} kF: {plasmon[Q]:.5f} hartree")
print("PASS")
```

Output:

```
r_s = 4.0 bohr
density n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1 (vF is the same number in a.u.)
N0 = 0.048613 hartree^-1 bohr^-3
N0 converted = 12.056 eV^-1 nm^-3
dn/dmu by finite difference = 0.048613 hartree^-1 bohr^-3
Static, omega = 0: q/kF, chi0/N0 (dimensionless)
  0.40  -0.98656
  0.20  -0.99666
  0.10  -0.99917
  0.05  -0.99979
Dynamic, omega = 0.05 hartree:
  q/kF, s, chi0/N0, (n q^2/omega^2)/N0 (dimensionless)
  0.1000  2.172  0.081333  0.070655
  0.0500  4.344  0.018248  0.017664
  0.0250  8.688  0.004451  0.004416
  0.0125  17.376  0.001106  0.001104
Limit along rays: s, Re chi0/N0, Im chi0/N0 (dimensionless)
  0.0  -1.0000  0.0000
  0.5  -0.7253  -0.7854
  0.8  -0.1211  -1.2566
  1.2  0.4387  0.0000
  2.0  0.0986  0.0000
  5.0  0.0137  0.0000
s = 1, q/kF = 0.0001: Re chi0/N0 = 4.798, Im = -0.785
Fixed q = 0.01 kF: s, Re, Im of chi0/N0, (n q^2/omega^2)/N0
  10.00  0.0034  -0.0000  0.0033
  3.00  0.0397  -0.0000  0.0370
  1.50  0.2071  -0.0000  0.1481
  0.50  -0.7253  -0.7854  1.3333
  0.10  -0.9900  -0.1571  33.3333
  0.01  -0.9999  -0.0157  3333.3333
omega = 0, eta = 0.002 hartree: q/kF, eta/(q vF), chi0/N0
  0.100  0.0869  -0.8702
  0.010  0.8688  -0.2567
  0.001  8.6882  -0.0044
half of static response at eta/(q vF) = 0.4290
k_TF = 0.7816 bohr^-1
omega_p = 0.21651 hartree
eps(q = 0.02 kF, omega = 0) = 6635.1
1 + k_TF^2/q^2 at q = 0.02 kF = 6635.4
eps(q = 0.02 kF, omega = 0.05 hartree) = -17.846
1 - omega_p^2/omega^2 = -17.750
plasmon from eps = 0 at q = 0.05 kF: 0.21669 hartree
plasmon from eps = 0 at q = 0.01 kF: 0.21651 hartree
PASS
```
